Penetration Shift of the Ground Level in a Spherical Nanocrystal

An electron stored in a nanocrystal floating gate is confined by the surrounding oxide. If the oxide were impenetrable, the wavefunction would vanish at the surface. A finite barrier lets it leak out and lowers the level. The problem is to find this reduction for a high barrier, to see where the energy goes, and to judge how much it matters in a silicon nanocrystal.

The model is a sphere of radius R with zero potential inside and constant potential V outside. The electron is described by one envelope function ψ, with effective mass mᵢ inside and mₒ outside. At the surface, ψ and the flux (1/m) dψ/dr are continuous; the second condition conserves probability current when the masses differ. Atomic units are used in the algebra (ħ = 1, electron mass = 1), and energies are measured from the band edge inside. Two abbreviations are needed from the start:

β = mᵢ/mₒ,  κ₀ = √(2mₒV).

**(a) Find the equation that fixes the ground level, and show that it has one root in the range where the ground level lies.**

Solution. The ground state has no angular dependence, so write ψ = u(r)/r. The radial equation is

−u″/(2m) + U(r)u = Eu,

where U is 0 inside and V outside. Regularity at the centre requires u(0) = 0, and the state must decay outside. Hence

u = A sin kr for r < R, with k² = 2mᵢE,
u = B e^(−κr) for r > R, with κ² = 2mₒ(V − E) = κ₀² − k²/β.

The flux condition applies to ψ, not to u. From ψ = u/r,

ψ′/ψ = u′/u − 1/r.

Dividing the flux condition by the continuous value of ψ gives

(1/mᵢ)(k cot kR − 1/R) = (1/mₒ)(−κ − 1/R).

Multiply by mᵢR and set x = kR:

x cot x = 1 − β(1 + κR).  (1)

On 0 < x < π the left side falls steadily from 1 to −∞, because its derivative is (½ sin 2x − x)/sin²x, which is negative. The right side starts below 1 and rises with x, because κ decreases. If V exceeds the hard-wall energy, κ is real throughout the interval and the two sides cross once. The corresponding u has no node inside, so this is the ground state.

**(b) Solve the equation for a high barrier and find the leading reduction of the confinement energy. What must be small?**

Solution. An impenetrable wall requires sin kR = 0. Its ground level is therefore at x = π:

E∞ = π²/(2mᵢR²).

In equation (1) the large quantity is βκ₀R. Define its inverse,

ε = 1/(βκ₀R) = mₒ/(mᵢκ₀R),

and let ε → 0 at fixed β. Since κ₀R = 1/(βε),

βκR = βκ₀R √(1 − x²/(βκ₀²R²)) = (1/ε)√(1 − βε²x²) = 1/ε + O(ε).

The energy dependence of κ thus enters (1) only at order ε, and

x cot x = −1/ε + 1 − β + O(ε).  (2)

The right side is large and negative, so x is just below π. Put x = π − δ. Then cot x = −cot δ = −1/δ + δ/3 + …, and

x cot x = (π − δ)(−1/δ + δ/3 + …) = −π/δ + 1 + O(δ).

Inserting this in (2), the two ones cancel:

π/δ = 1/ε + β + O(ε).

Inverting,

δ/π = ε/(1 + βε + O(ε²)) = ε − βε² + O(ε³).  (3)

The energy is proportional to x², so E/E∞ = (1 − δ/π)². To first order this is 1 − 2ε, and the leading shift is

ΔE = −2εE∞ = −2 · mₒ/(mᵢκ₀R) · π²/(2mᵢR²) = −π²mₒ/(mᵢ²κ₀R³).

With κ₀ written out,

ΔE = −π²√mₒ / (√2 mᵢ² R³ √V).  (4)

In ordinary units the right side carries a factor ħ³. The reduction grows as R⁻³ when the dot shrinks, faster than the confinement energy itself, which grows as R⁻². It falls only as V^(−1/2) when the barrier is raised.

At fixed β the condition is ε ≪ 1. If β is large, βε = 1/(κ₀R) must be small as well, because (3) contains the factor 1/(1 + βε). A barrier that is high compared with the level ensures neither. Consider the case of a very light inside mass, βκ₀R ≪ 1 ≪ κ₀R. The right side of (1) is then close to 1, so x is small and x cot x ≈ 1 − x²/3. With κ ≈ κ₀,

x² ≈ 3βκ₀R,  E = x²/(2mᵢR²) ≈ 3κ₀/(2mₒR).

This level satisfies E/V ≈ 3/(κ₀R) ≪ 1, so the barrier is indeed high, yet E lies far below E∞. The inside mass has dropped out: ψ is nearly flat inside, and the energy resides in the tail. Formula (4) does not apply there.

**(c) How large is the error of the leading term? Can the result be read as a displacement of the wall?**

Solution. Square 1 − δ/π using (3) and keep second order:

E/E∞ = 1 − 2(ε − βε²) + ε² + O(ε³) = 1 − 2ε + (1 + 2β)ε² + O(ε³).  (5)

The correction is positive, so for small ε the leading term overstates the reduction. As a fraction of the leading term, the correction is (1 + 2β)ε/2.

For the geometric reading, look at the slope of ψ just inside the surface. The flux condition gives, for κ₀R ≫ 1,

ψ′/ψ = −β(κ + 1/R) ≈ −βκ₀ = −1/ℓ,  ℓ = mₒ/(mᵢκ₀) = εR.

The tangent to the inside wavefunction reaches zero a distance ℓ beyond the surface. The electron inside therefore behaves, to first order, as if a hard wall stood at R + ℓ:

π²/[2mᵢ(R + ℓ)²] = E∞(1 + ε)⁻² = E∞(1 − 2ε + 3ε² − …).

This has the correct first-order term. Its second-order term agrees with (5) only for β = 1.

The displacement ℓ is not the decay length 1/κ₀ of the tail. It equals the decay length times mₒ/mᵢ, because the slope of ψ jumps at the surface when the masses differ. A heavier outside mass shortens the tail as mₒ^(−1/2) but lengthens ℓ as mₒ^(1/2), at fixed V and mᵢ.

**(d) The tail lies in a region of high potential. How can penetration lower the energy? Find the separate contributions to first order in ε.**

Solution. The energies require ψ to be normalized over the volume, so rescale it by a constant to ψ = u/(√(4π) r), with ∫u²dr = 1. The matching conditions are unaffected. To leading order the inside function is √(2/R) sin kr, and at the surface sin kR = sin δ ≈ πε. Thus

u(R)² ≈ 2π²ε²/R.

The probability of finding the electron outside is

P = ∫ from R to ∞ of u(R)² e^(−2κ₀(r−R)) dr = u(R)²/(2κ₀) = π²ε²/(κ₀R) = π²βε³.

The potential energy is VP. With V = κ₀²/(2mₒ),

VP = π²ε²κ₀/(2mₒR) = E∞ ε² (mᵢκ₀R/mₒ) = εE∞.

The probability is of third order, but V is large enough to make its energy first order. The outside kinetic energy is the integral of |∇ψ|²/(2mₒ). In the tail |ψ′| ≈ κ₀|ψ|, so this energy is κ₀²P/(2mₒ), again εE∞.

For the inside kinetic energy, integrate |∇ψ|²/(2mᵢ) by parts. The volume term is E times the inside probability, which is E to this order. The surface term is

4πR²ψψ′/(2mᵢ) = −u(R)²/(2mᵢℓ) = −(2π²ε²/R)/(2mᵢεR) = −π²ε/(mᵢR²) = −2εE∞.

Since E = E∞(1 − 2ε), the inside kinetic energy is E∞(1 − 4ε). The changes are therefore

inside kinetic −4εE∞, outside kinetic +εE∞, potential +εE∞,

with the sum −2εE∞. The tail costs energy. The gain comes from the inside wave, which no longer has to bend down to zero at r = R, and it is twice the cost.

These results were tested by minimizing the energy functional directly in radial finite elements, without equation (1). Values at ε = 0.02 and 0.01 were extrapolated linearly to ε = 0. For β = 0.4 this gave contributions −4.00, 1.00 and 1.00, a second-order coefficient of 1.801 against 1 + 2β = 1.8, and P/ε³ = 3.95 against π²β = 3.95. For β = 1.6 the second-order coefficient was 4.188 against 4.2.

**(e) Silicon has an anisotropic mass. Express the leading shift through the hard-wall state at the surface, in a form that allows for this.**

Solution. Let M be the inside mass tensor and let F[ψ] = n·M⁻¹∇ψ be the outward flux at the surface, with n the outward normal. The inside Hamiltonian is −½∇·M⁻¹∇. Let ψ₀ be the normalized hard-wall ground state with energy E₀, and ψ the finite-barrier state with energy E, both real. Multiply the equation for ψ by ψ₀ and that for ψ₀ by ψ, subtract, and integrate over the sphere:

(E − E₀)∫ψ₀ψ dV = −½∮(ψ₀F[ψ] − ψF[ψ₀]) dS = ½∮ψF[ψ₀] dS.

The first surface term vanishes because ψ₀ = 0 there. Outside, the decay over the short length 1/κ₀ is much faster than any variation along the surface, so the flux is −κ₀ψ/mₒ. Flux continuity then gives

ψ = −(mₒ/κ₀)F[ψ] ≈ −(mₒ/κ₀)F[ψ₀].

To leading order the overlap integral is 1, and

ΔE = −(mₒ/(2κ₀)) ∮F[ψ₀]² dS.  (6)

For an isotropic mass, ψ₀ = sin(πr/R)/(r√(2πR)). Its slope at the surface is −π/(R²√(2πR)), so F² = π/(2mᵢ²R⁵). Multiplying by the area 4πR² gives 2π²/(mᵢ²R³), and (6) returns −π²mₒ/(mᵢ²κ₀R³), as in part (b).

**(f) Evaluate the shift for a silicon nanocrystal of radius 2.5 nm in silicon dioxide. Compare it with the full solution and with other radii.**

Solution. Rough typical inputs are V = 3.1 eV, an oxide mass mₒ = 0.42, and silicon masses of 0.19 (two transverse directions) and 0.92 (longitudinal). The isotropic model needs one inside mass. Averaging the inverse mass over directions gives

mᵢ = 3/(2/0.19 + 1/0.92) = 0.2583,  β = 0.2583/0.42 = 0.615.

The hard-wall energy is E∞ = 0.2329 eV. The decay length is 1/κ₀ = 0.1711 nm, so

ℓ = 0.1711 nm / 0.6151 = 0.278 nm,
ε = 0.2781/2.50 = 0.1112,
ΔE = −2 × 0.1112 × 0.2329 eV = −0.0518 eV.

In ångström, the wall at 25.0 appears displaced by 2.78. Using the decay length in place of ℓ would give a reduction of 0.032 eV, so the mass ratio cannot be dropped.

The second-order term is

(1 + 2 × 0.6151) × 0.1112² × 0.2329 eV = 0.0064 eV,

which puts the level at 0.1875 eV. The root of (1) lies at 0.1871 eV, a full shift of −0.0458 eV. The leading term thus exceeds the full reduction by 13% of the latter. The displaced hard wall gives 0.1886 eV. The electron is outside with a probability of 0.65%, while the leading formula π²βε³ gives 0.84%.

With all other parameters fixed, the radius changes the picture as follows:

R = 1.5 nm: ε = 0.185, leading −0.240 eV, full −0.196 eV.
R = 4.0 nm: ε = 0.070, leading −0.0127 eV, full −0.0117 eV.

The leading values follow R⁻³ by construction. At 1.5 nm the leading term is 22.5% larger than the full shift, and the second-order term is needed for anything beyond an estimate.

**(g) Which effects left out of the model compete with this shift in a real memory device?**

Solution. The sizes below refer to the 2.5 nm dot and are to be set against the full shift of −0.046 eV.

Mass anisotropy. With both silicon masses kept, the hard-wall level is 0.2282 eV instead of 0.2329 eV, and formula (6) gives a leading shift of −0.0626 eV instead of −0.0518 eV, a factor of 1.21. Part of this is simple averaging. At the surface ∇ψ₀ points along n, so F = (n·M⁻¹n) ∂ψ₀/∂n, and (6) contains the square of n·M⁻¹n. Its mean square over directions exceeds its squared mean by a factor of 1.10 for these masses. The remaining factor, also about 1.10, comes from the changed surface slope of the anisotropic state.

Nonparabolic band. Take E(1 + αE) = k²/(2mᵢ) with a rough α = 0.5 per eV. A hard wall still fixes k = π/R, so the right side equals E∞. Solving the quadratic lowers the hard-wall level by 0.022 eV, nearly half the penetration shift. With a finite barrier k is smaller, and so is this correction.

Dielectric energy. The electron polarizes the boundary between silicon (relative permittivity 11.7) and oxide (3.9). For a dot in unbounded oxide, averaged over the hard-wall density, the resulting self-energy is +0.059 eV. It has the opposite sign to the penetration shift and, for this isolated dot, is somewhat larger. Two limits apply. The image potential of a sharp dielectric step grows as the inverse distance from the surface on both sides, so its average is finite only because the hard-wall density vanishes there; with the finite-barrier density it diverges logarithmically, and the step must be smoothed. Nearby electrodes also screen the charge: a conducting channel 3 nm from the dot, at d = 5.5 nm from its centre, adds an image energy of about −e²/(16πε₀ · 3.9 · d) = −0.017 eV, leaving 0.042 eV. A second electron also meets a repulsion of 0.186 eV from the first, so in this model charging steps are governed more by electrostatics than by penetration.

Electric field. An oxide field of 1 MV/cm, taken as a retention condition, becomes 0.60 MV/cm inside a dielectric sphere. With the averaged mass, it lowers the hard-wall level by 0.009 eV in second order. The lowering is larger for a field along the heavy-mass axis, and larger again with a finite barrier. The estimate grows as the square of the field, so at 10 MV/cm it would reach 0.87 eV, far above the level itself; second-order theory has failed by then. The field of one stored electron at the surface of an isolated dot is 0.59 MV/cm, well below a rough oxide breakdown field of 10 MV/cm.

Tunnelling. If 3 nm of oxide separates the dot from silicon on all sides, with empty states at the level's energy and no applied field, the level acquires a width of 1.5 × 10⁻¹⁶ eV. This is negligible as an energy correction. The corresponding lifetime is 4.5 s, so this idealized geometry would not hold charge for the years asked of a nonvolatile memory. A device has its channel on one side of the dot, and the lifetime depends exponentially on oxide thickness, so this figure is not a retention prediction.

Temperature. At 300 K the thermal energy is 0.026 eV. The lowest hard-wall state that is odd along the heavy-mass axis lies 0.098 eV above the ground level. Its Boltzmann factor is 0.023. Penetration lowers the upper level more than the ground level and so raises this factor noticeably. Treating the electron as being in the ground level is still reasonable but not perfect.

For a real device, then, the radius, barrier and masses used here are in the usual range for silicon dots in oxide, but the assumptions of one isotropic parabolic band and no polarization are broken. By the estimates above, polarization moves the level by an amount comparable to the penetration shift and in the opposite direction; which of the two is larger depends on screening by the channel and gate. Nonparabolicity and anisotropy each lower it by a fraction of that shift. The value −0.046 eV is one contribution within the stated model, not a prediction of a measured level. Uncertainty in the oxide parameters enters more gently: by (4) the leading shift varies as √(mₒ/V), so a 20% change in oxide mass alters it by about 10%. Strain, interface roughness, the atomic structure of the interface and the splitting between silicon's conduction valleys are also omitted, and their sizes are not estimated here. The numerical output lists the values used.

Computed values

```
Coefficients from diagonalization, extrapolated to eps = 0
beta 0.4: first -2.000, second 1.801
  kinetic in -4.00, out 1.00, potential 1.00, P_out/eps^3 3.95
beta 1.0: first -1.999, second 2.996
  kinetic in -4.00, out 1.00, potential 1.00, P_out/eps^3 9.85
beta 1.6: first -1.997, second 4.188
  kinetic in -3.99, out 1.00, potential 1.00, P_out/eps^3 15.72
Radius: 2.50 nm = 25.0 angstrom
Barrier: 3.10 eV; oxide mass: 0.42 m_e
Silicon masses: 0.19, 0.92; used 0.2583 m_e
beta: 0.6151; kappa0: 5.846 1/nm
Decay length 1/kappa0: 0.1711 nm
Wall displacement: 0.2781 nm = 2.781 angstrom
eps: 0.1112
Hard-wall energy: 0.2329 eV
Leading shift: -0.0518 eV
Second-order term: 0.0064 eV
Level to second order: 0.1875 eV
Full level: 0.1871 eV
Full shift: -0.0458 eV
Leading / full shift: 1.131
Moved-wall level: 0.1886 eV
Probability outside: 0.649 percent
R 1.5 nm: eps 0.1854, leading -0.2399 eV, full -0.1958 eV
R 4.0 nm: eps 0.0695, leading -0.0127 eV, full -0.0117 eV
Anisotropic hard-wall level: 0.2282 eV
Anisotropic leading shift: -0.0626 eV
Nonparabolicity 0.5 1/eV: shift -0.0222 eV
Relative permittivities: 11.7 inside, 3.9 outside
Dielectric self-energy: 0.0590 eV
Repulsion of a second electron: 0.1864 eV
Field in oxide: 1.0 MV/cm; in dot: 0.60 MV/cm
Stark shift: -0.0087 eV
Surface field of one electron: 0.591 MV/cm
Rough oxide breakdown field: 10 MV/cm
Tunnel width, 3.0 nm oxide: 1.46e-16 eV
Corresponding lifetime: 4.50e+00 s
Thermal energy at 300 K: 0.0259 eV
Anisotropic level spacing: 0.0976 eV
Boltzmann factor: 2.30e-02
```
